# First-order and zero-order intervalley phonon scattering: rates and energy dependence

## The decision: which rate to enter

A transport calculation with several conduction valleys needs a scattering rate for each intervalley phonon. For each one a choice has to be made: does the coupling start with a constant, or does symmetry remove the constant and leave a term linear in wave vector? Suppose both forms are adjusted to give the same absorption rate at one electron energy. Away from that energy they separate, because the linear form carries an extra factor that grows with energy: averaged over the initial directions, it gives the larger absorption rate above that energy and the smaller one below it. The choice also affects how the final wave vector must be drawn.

I use Hartree atomic units, $\hbar=m_e=e=1$, and measure temperature $T$ in energy units. Wave vectors $\mathbf k$ (initial) and $\mathbf k'$ (final) are each measured from the minimum of their own valley. The relative wave vector is

$$\mathbf q=\mathbf k'-\mathbf k .$$

The phonon also carries the large separation between the two minima, but that separation is not part of $\mathbf q$.

## Stage 1: the phonon factor

Let the phonon frequency $\omega$ be constant over the small range of $\mathbf q$ that matters. In a crystal of volume $V$ and mass density $\rho$, write one polarization of the displacement as

$$u(\mathbf r)=\sum_{\mathbf Q}A\left(a_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r}+a^\dagger_{\mathbf Q}e^{-i\mathbf Q\cdot\mathbf r}\right).$$

For an optical mode, $u$ is the coordinate normalized so that the kinetic energy is $\tfrac12\rho\int\dot u^2\,d^3r$; the coupling constants below refer to this convention. In the ground state $\langle\dot u^2\rangle=\sum_{\mathbf Q}A^2\omega^2$. Each mode has zero-point energy $\omega/2$, half of it kinetic, so

$$\tfrac12\rho V A^2\omega^2=\tfrac14\omega
\quad\Rightarrow\quad A^2=\frac{1}{2\rho V\omega}.$$

Absorption brings a squared matrix element $N$, and emission brings $N+1$, with $N=1/(e^{\omega/T}-1)$ for a lattice in equilibrium. I write $n=N$ or $n=N+1$ accordingly. If $C(\mathbf q)$ is the electronic coupling per unit displacement, the squared matrix element is

$$|\mathcal M|^2=\frac{n}{2\rho V\omega}\,|C(\mathbf q)|^2 .$$

**Limit.** As $T\to0$, $N\to0$: absorption disappears and spontaneous emission remains. A thermal oscillator diagonalized on a grid reproduces both factors to within a relative tolerance of $10^{-3}$.

## Stage 2: one spherical valley to another

Take two parabolic valleys of equal mass $m$ with minima at equal energy. Let $E=k^2/2m$ be the initial kinetic energy. The final kinetic energy is

$$E'=E+\omega\ \text{(absorption)},\qquad E'=E-\omega\ \text{(emission, }E>\omega).$$

To lowest order in the electron-phonon interaction, and with empty final states, the golden rule gives

$$W=2\pi\sum_{\mathbf k'}|\mathcal M|^2\,\delta\!\left(E'-\frac{k'^2}{2m}\right)
=\frac{\pi n}{\rho\omega}\int\!\frac{d^3k'}{(2\pi)^3}\,|C|^2\,\delta\!\left(E'-\frac{k'^2}{2m}\right).$$

The volume has cancelled. The phonon conserves spin, so the density of states needed is that of one spin:

$$g(E')=\frac{4\pi k'^2}{(2\pi)^3}\frac{dk'}{dE'}=\frac{k'^2}{2\pi^2}\frac{m}{k'}=\frac{m^{3/2}\sqrt{2E'}}{2\pi^2}.$$

For zero-order coupling, $|C|^2=D_0^2$ is constant and

$$W_0=\frac{\pi n}{\rho\omega}D_0^2\,g(E')=\frac{D_0^2m^{3/2}\sqrt{E'}\,n}{\sqrt2\,\pi\rho\omega},$$

since $\pi\sqrt2/(2\pi^2)=1/(\sqrt2\,\pi)$.

For first-order coupling, take $|C|^2=D_1^2q^2$ for now; Stage 4 examines this form. With $\theta$ the angle between $\mathbf k$ and $\mathbf k'$,

$$q^2=k^2+k'^2-2kk'\cos\theta .$$

The final surface is a sphere, so the cosine averages to zero and

$$\langle q^2\rangle=k^2+k'^2=2m(E+E').$$

Replacing $D_0^2$ by $D_1^2\langle q^2\rangle$ gives

$$W_1=\frac{D_1^2m^{3/2}\sqrt{E'}\,n}{\sqrt2\,\pi\rho\omega}\,2m(E+E').$$

Here $D_0$ is an energy per length and $D_1$ is an energy. The extra factor is symmetric in $E$ and $E'$ because initial and final wave vectors enter $q^2$ alike.

**Limit at the emission threshold.** Put $E=\omega+\epsilon$ with small $\epsilon$. Then $E'=\epsilon$ and $E+E'=\omega+2\epsilon$, so

$$W_0\propto\sqrt\epsilon,\qquad W_1\propto\sqrt\epsilon\,(\omega+2\epsilon).$$

Both rates open as a square root. A coupling proportional to $q$ does not produce a $3/2$ power at threshold: $k'$ vanishes there, but $k=\sqrt{2m\omega}$ does not, so $q$ stays finite.

**Limit of a slow electron.** At $E=0$ absorption leads to $E'=\omega$. Both rates are finite, and $W_1$ carries the factor $2m\omega$. The ratio $W_1/W_0$ is thus the same as at the emission threshold.

**High energy.** For $E\gg\omega$, $E'\to E$, so $W_0\propto E^{1/2}$ and $W_1\propto E^{3/2}$. One power of $E$ comes from $q^2$, and the half power from the density of states.

## Stage 3: ellipsoidal valleys

Let the initial and final valleys have mass tensors $M$ and $M'$, written in common Cartesian axes. The final energy is $\varepsilon'(\mathbf k')=\tfrac12\mathbf k'^{T}M'^{-1}\mathbf k'$. The substitution

$$\mathbf k'=M'^{1/2}\mathbf s,\qquad d^3k'=\sqrt{\det M'}\,d^3s,\qquad \varepsilon'=\tfrac12s^2$$

turns the ellipsoid into a sphere of radius $\sqrt{2E'}$ on which states are uniformly distributed. With $m_d'=(\det M')^{1/3}$, the density of states is the spherical one with $m\to m_d'$. On the sphere $\langle s_i\rangle=0$ and $\langle s_is_j\rangle=(2E'/3)\delta_{ij}$. Therefore

$$\langle\mathbf k'\rangle=0,\qquad \langle\mathbf k'\mathbf k'^{T}\rangle=\frac{2E'}{3}M'.$$

Taking the trace, with $\bar m'=\tfrac13\operatorname{Tr}M'$, gives $\langle k'^2\rangle=2\bar m'E'$. For a given initial $\mathbf k$ and $Z$ equivalent final valleys,

$$W_1(\mathbf k)=\frac{ZD_1^2m_d'^{3/2}\sqrt{E'}\,n}{\sqrt2\,\pi\rho\omega}\left(k^2+2\bar m'E'\right).$$

This rate depends on the direction of $\mathbf k$, because $k^2$ varies over an ellipsoid of constant energy. The zero-order rate does not. If the electron distribution depends on energy alone, the initial surface can be averaged in the same way, giving $\langle k^2\rangle=2\bar mE$. For equivalent valleys, whose mass tensors differ by a rotation, $\bar m'=\bar m$ and $m_d'=m_d$, and the results are

$$\boxed{W_0=\frac{ZD_0^2m_d^{3/2}\sqrt{E'}\,n}{\sqrt2\,\pi\rho\omega},\qquad
W_1=W_0\,\frac{D_1^2}{D_0^2}\,2\bar m\,(E+E')}$$

with $E+E'=2E+\omega$ for absorption and $2E-\omega$ for emission.

Two different masses appear. The density of states counts volume in $\mathbf k$ space and contains the geometric mean $m_d$. The factor $q^2$ measures squared length and contains the arithmetic mean $\bar m$. The relative orientation of the valleys drops out because a rotation leaves the trace unchanged.

**Limit.** For $M=M'=m\mathbb 1$, both means equal $m$ and Stage 2 returns. For the ellipsoids used below, direct integration over the energy surfaces, without the scaling step, agrees with the boxed rates to a relative $10^{-7}$.

**Valleys at different energies.** If the final minimum lies $\Delta$ above the initial one, then $E'=E\pm\omega-\Delta$ and

$$\langle q^2\rangle=2(\bar mE+\bar m'E').$$

The density of states uses $m_d'$. For an upward transfer, emission has its threshold at $E=\Delta+\omega$, and absorption has one at $E=\Delta-\omega$ if $\Delta>\omega$. There $E'=0$, while $\langle q^2\rangle=2\bar mE$ is finite, so the square-root onset survives. If $\Delta<\omega$, absorption is already open at $E=0$. In the special case $\Delta=\omega$, both energies vanish together and first-order absorption starts as $E^{3/2}$.

## Stage 4: what "linear coupling" assumes

Near the two minima, a smooth coupling has the expansion $C=D_0+\mathbf A\cdot\mathbf k+\mathbf B\cdot\mathbf k'+\dots$ The present treatment assumes $\mathbf B=-\mathbf A=\mathbf D$, so that the linear term is $\mathbf D\cdot\mathbf q$.

One nondegenerate phonon branch then gives $|\mathbf D\cdot\mathbf q|^2$, which depends on the direction of $\mathbf q$. The isotropic form $D_1^2q^2$ arises from a sum over processes. For example, three modes of equal frequency with mutually perpendicular real vectors of length $D_1$ give

$$\sum_{\lambda=1}^{3}|\mathbf D_\lambda\cdot\mathbf q|^2=D_1^2q^2 .$$

Squares are added because different phonons leave the lattice in different final states. For a single vector, the second moments of Stage 3 give instead

$$\left\langle|\mathbf D\cdot\mathbf q|^2\right\rangle=\frac23\left(E\,\mathbf D^\dagger M\mathbf D+E'\,\mathbf D^\dagger M'\mathbf D\right).$$

The rate is still $\sqrt{E'}$ times a linear function of energy, but for a single pair of valleys $E$ and $E'$ may carry different weights. For equivalent valleys in a nonmagnetic crystal, the time-reversal relation given below makes the two weights equal once all equivalent final valleys are summed. Setting $M=M'=m\mathbb 1$ gives $\tfrac23m|\mathbf D|^2(E+E')$, one third of the isotropic result with $D_1=|\mathbf D|$, as one direction out of three should.

If the same mode also has $D_0\neq0$, a cross term appears:

$$|D_0+\mathbf D\cdot\mathbf q|^2=|D_0|^2+2\operatorname{Re}(D_0^*\mathbf D\cdot\mathbf q)+|\mathbf D\cdot\mathbf q|^2 .$$

Averaging over $\mathbf k'$ leaves $-2\operatorname{Re}(D_0^*\mathbf D)\cdot\mathbf k$, and averaging over the initial surface removes it. The sum $W_0+W_1$ is nevertheless incomplete for such a mode. A quadratic term in $C$, multiplied by $D_0$, is also of order $q^2$. When symmetry forbids $D_0$, an allowed linear term leads, but removing the constant does not by itself guarantee the assumed form $\mathbf B=-\mathbf A$. With $\mathbf B=+\mathbf A$ the cross term between $\mathbf k$ and $\mathbf k'$ changes sign. That term averages to zero, so the rate is unchanged, but the mean final velocity found in Stage 5 is reversed. With $\mathbf A=0$ the rate itself is different: the squared coupling averages to a multiple of $E'$, so emission opens as $E'^{3/2}$. This case needs inequivalent valleys. Without spin-orbit coupling or magnetism, $\psi_{-\mathbf k}=\psi_{\mathbf k}^*$, so the coupling from $\mathbf K_1+\mathbf k$ to $\mathbf K_2+\mathbf k'$ equals the coupling from $-\mathbf K_2-\mathbf k'$ to $-\mathbf K_1-\mathbf k$, where $\mathbf K_1,\mathbf K_2$ are the minima. For opposite valleys, $\mathbf K_2=-\mathbf K_1$, this reads $C(\mathbf k,\mathbf k')=C(-\mathbf k',-\mathbf k)$ and forces $\mathbf B=-\mathbf A$. For other equivalent valleys it ties $\mathbf B$ to the $\mathbf A$ of a partner process, which equalizes the weights of $E$ and $E'$ in the summed rate but does not force $\mathbf B=-\mathbf A$. In what follows, $D_0$ and $D_1$ belong to different phonon modes, whose rates may be added; $D_1$ describes a group of modes that together give the isotropic form.

## Stage 5: where the electron goes

Zero-order scattering makes all states on the final surface equally probable. States at $\mathbf k'$ and $-\mathbf k'$ have opposite velocities, so the mean final velocity is zero. First-order scattering weights each final state by $q^2$. Of the two states $\mathbf k'$ and $-\mathbf k'$, this favours the one whose component along $\mathbf k$ is negative. With $\mathbf v'=M'^{-1}\mathbf k'$, the terms $k^2\mathbf v'$ and $k'^2\mathbf v'$ are odd in $\mathbf k'$ and average to zero. The remaining term is

$$\langle q^2\mathbf v'\rangle=-2M'^{-1}\langle\mathbf k'\mathbf k'^{T}\rangle\mathbf k=-\frac{4E'}{3}\mathbf k .$$

Dividing by the total weight gives

$$\langle\mathbf v'\rangle_1=-\frac{4E'}{3}\,\frac{\mathbf k}{k^2+2\bar m'E'} .$$

**Limit.** For equal spherical valleys $\mathbf k=m\mathbf v$, and this becomes $-\tfrac23\mathbf vE'/(E+E')$. At high energy, where $E'\simeq E$, the mean final velocity is $-\mathbf v/3$. With the coupling $D_1^2q^2$, that is $\mathbf B=-\mathbf A$, a first-order event therefore removes more than the initial velocity on average, and using an isotropic final state would understate its effect on drift. A different relation between $\mathbf A$ and $\mathbf B$ changes this mean velocity and can reverse its sign.

In a Monte Carlo calculation, one can draw $\mathbf s$ uniformly on its sphere, form $\mathbf k'=M'^{1/2}\mathbf s$, and accept it with probability $q^2/q_{\max}^2$. By the triangle inequality, $q_{\max}=k+\sqrt{2m'_{\max}E'}$ is a safe bound, where $m'_{\max}$ is the largest principal mass. The rate that goes with this procedure is $W_1(\mathbf k)$, not its surface average.

## Stage 6: detailed balance

For equivalent valleys, absorption from $E$ to $E+\omega$ must balance emission from $E+\omega$ to $E$ in equilibrium. Both processes have the same sum of energies, $2E+\omega$, so the first-order factor is common to them. Multiplying each rate by the initial density of states gives the same product $\sqrt{E(E+\omega)}$. What remains is $N/(N+1)=e^{-\omega/T}$:

$$\sqrt E\,W_{\rm abs}(E)=e^{-\omega/T}\sqrt{E+\omega}\;W_{\rm em}(E+\omega).$$

This holds in both orders. Replacing $E+E'$ by $2E$ in the first-order rate would break it, since the two directions would then carry different factors.

## Stage 7: numbers for a model

The model has round parameters and represents no particular material. Each valley has longitudinal mass 1 and transverse masses 0.2. There are $Z=4$ final valleys with long axes perpendicular to the initial one. The other values are $\rho=400$, $\omega=0.002$ Ha, $T=0.001$ Ha, $D_0=0.02$ Ha/bohr and $D_1=0.2$ Ha.

The masses are $m_d=(0.04)^{1/3}=0.342$ and $\bar m=1.4/3=0.467$. Putting $m_d$ in place of $\bar m$ in the $q^2$ factor would multiply $W_1$ by 0.733, an error of $-27\%$ relative to the correct rate.

For absorption at $E=0.004$ Ha, $E'=0.006$ Ha, $N=0.1565$ and $m_d^{3/2}=0.2$. Then

$$W_0=\frac{4(0.02)^2(0.2)\sqrt{0.006}\,(0.1565)}{\sqrt2\,\pi(400)(0.002)}=1.09\times10^{-6},$$

$$\frac{W_1}{W_0}=\left(\frac{0.2}{0.02}\right)^2 2(0.4667)(0.010)=0.933,\qquad W_1=1.02\times10^{-6}.$$

The total rates, absorption plus emission, are, in $10^{-6}$ atomic units:

| $E$ (Ha) | $W_0$ | $W_1$ | $W_1/W_0$ |
|---|---|---|---|
| 0.002 | 0.891 | 0.499 | 0.560 |
| 0.003 | 4.289 | 1.973 | 0.460 |
| 0.004 | 5.748 | 3.626 | 0.631 |
| 0.016 | 14.21 | 40.50 | 2.850 |

The ratio falls between the first two rows although each process separately has a rising ratio. Emission has its threshold at the first of these energies and contributes at the second. At $E=0.003$ Ha its ratio is $1.229/3.293=0.373$, against $0.744/0.996=0.747$ for absorption, and emission has the larger weight.

Setting $W_1=W_0$ for each process gives

$$E+E'=\frac{D_0^2}{2\bar mD_1^2}=0.01071\ \text{Ha}.$$

Absorption therefore crosses at $E=(0.01071-0.002)/2=0.00436$ Ha and emission at $(0.01071+0.002)/2=0.00636$ Ha. The total rates cross between these, at 0.00604 Ha (0.164 eV), nearer the emission value because emission is stronger.

Symmetry decides whether the constant term is allowed; the rates on either side of the crossing show how much the choice matters in the model. The two forms agree in total rate at 0.164 eV, but at 0.016 Ha they differ by a factor of 2.85: $5.9\times10^{11}$ s$^{-1}$ for zero order and $1.67\times10^{12}$ s$^{-1}$ for first order. At $E=0$, where only absorption is possible, the first-order rate is the smaller one, by a factor of $1/0.1867=5.4$.

The high-energy powers are approached slowly. Since $dE'/dE=1$, the local exponents $d\ln W/d\ln E$ are

$$\alpha_0=\frac{E}{2E'},\qquad \alpha_1=\frac{E}{2E'}+\frac{2E}{E+E'} .$$

For absorption at 0.016 Ha they are 0.44 and 1.39, below $1/2$ and $3/2$ because $E'>E$. For emission $E'<E$, and both exponents lie above those limits. Emission dominates the totals, so a fourfold increase from 0.004 to 0.016 Ha multiplies them by 2.47 and 11.2, rather than by $4^{1/2}=2$ and $4^{3/2}=8$.

The direction effect depends on the assumed form $\mathbf B=-\mathbf A$, which symmetry does not guarantee for valleys with perpendicular axes. Within that form, return to absorption at $E=0.004$ Ha, where $4E'/3=0.008$ and $2\bar mE'=0.0056$. With $\mathbf k$ along the long axis, $k^2=2(1)(0.004)=0.008$ and $v=k$. With $\mathbf k$ across it, $k^2=0.0016$ and $v=k/0.2$. The mean final velocity, divided by the initial velocity, is

$$-\frac{0.008}{0.0136}=-0.59\ \text{(along)},\qquad
-\frac{0.008(0.2)}{0.0072}=-0.22\ \text{(across)}.$$

The high-energy entries need care. At 0.016 Ha, averaging the two processes gives $\langle q^2\rangle\simeq2\bar m(2E)=0.030$, or a typical $q$ of 0.17 bohr$^{-1}$. For a lattice period of 10 bohr, $2\pi/10=0.63$ bohr$^{-1}$, so $q$ is not very small on the scale of the Brillouin zone. Higher terms in the coupling, nonparabolic bands and phonon dispersion can all change the rate there. The $E^{3/2}$ law belongs to the range where $E\gg\omega$ and the expansions about the valley minima still hold; a given material need not have a wide range of this kind. The numerical output lists the separate absorption and emission rates.

## Calculated quantities

```
longitudinal, transverse mass = 1.0, 0.2 m_e
geometric mean mass md = 0.34200 m_e
arithmetic mean mass mbar = 0.46667 m_e
md/mbar = 0.7328
mass density = 400 m_e/bohr^3; final valleys = 4
phonon energy = 0.0020 Ha; temperature = 0.0010 Ha
Bose number = 0.15652
D0 = 0.020 Ha/bohr; D1 = 0.200 Ha
Rates in 1e-6 atomic units of inverse time:
E (Ha)   W0 abs   W0 em    W1 abs   W1 em    W1/W0 total
0.000   0.6302   0.0000   0.1176   0.0000   0.1867
0.001   0.7718   0.0000   0.2881   0.0000   0.3733
0.002   0.8912   0.0000   0.4991   0.0000   0.5600
0.003   0.9964   3.2927   0.7440   1.2293   0.4601
0.004   1.0915   4.6565   1.0188   2.6077   0.6309
0.008   1.4092   8.0653   2.3674  10.5387   1.3622
0.016   1.8906  12.3200   5.9994  34.4961   2.8497
W1/W0 at E=0 absorption and at emission onset = 0.18667
E+Ef at crossing = 0.010714 Ha
absorption crossing E = 0.004357 Ha
emission crossing E = 0.006357 Ha
total-rate crossing E = 0.006036 Ha = 0.1643 eV
absorption exponents at E=0.004 Ha: order 0 0.3333, order 1 1.1333
absorption exponents at E=0.016 Ha: order 0 0.4444, order 1 1.3856
order 0 total growth, E=0.004 to 0.016 Ha = 2.4722
order 0 total at 0.016 Ha = 14.2106e-6 a.u. = 5.8749e+11 s^-1
order 1 total growth, E=0.004 to 0.016 Ha = 11.1668
order 1 total at 0.016 Ha = 40.4955e-6 a.u. = 1.6741e+12 s^-1
Velocity reversal uses absorption at E = 0.004 Ha
mean final/initial velocity, k along long axis = -0.5882
mean final/initial velocity, k across long axis = -0.2222
```
